# The one-centre GGA energy in PAW and its density-matrix derivative, part 3

The problem is the derivative \(H_{ij}=\partial E/\partial\rho_{ij}\) of the one-centre GGA energy in PAW, with \(\rho_{ij}\) and \(\rho_{ji}\) independent. All-electron (AE) partial waves are \(\phi_i=R_i(r)Y_{L_i}\); tildes mark the smooth (PS) set, and \(\Delta\) means AE minus PS. Hartree atomic units are used, \(r_c\) is the sphere radius, a prime is \(d/dr\), \(Y_L\) are real orthonormal harmonics, \(G^L_{ij}=\int Y_LY_{L_i}Y_{L_j}\,d\Omega\), \(P_{ij}=R_iR_j\), \(\nabla_\Omega Y_L=r\nabla Y_L\), and \(n_c\) is the core density.
\[n(\mathbf r)=\sum_{ij}\rho_{ij}\phi_i\phi_j+n_c,\qquad \tilde n(\mathbf r)=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j+\tilde n_c .\tag{2}\]
\[n(\mathbf r)=\sum_Ln_L(r)Y_L(\hat{\mathbf r}),\qquad n_L=\sum_{ij}\rho_{ij}G^L_{ij}P_{ij}+\sqrt{4\pi}\,\delta_{L0}\,n_c ,\tag{5}\]
\[\nabla n=\hat{\mathbf r}\,\partial_rn+\frac1r\nabla_\Omega n,\qquad\partial_rn=\sum_Ln_L'Y_L,\qquad\nabla_\Omega n=\sum_Ln_L\nabla_\Omega Y_L .\tag{10}\]
\[\sigma=(\partial_rn)^2+\frac1{r^2}|\nabla_\Omega n|^2 .\tag{11}\]
With energy density \(f(n,\sigma)\), subscripts for its partial derivatives, radial weights \(W_g\) (including \(r^2\)) and angular weights \(w_a\),
\[E=\sum_gW_g\sum_aw_a\,f(n_{ga},\sigma_{ga}),\tag{12}\]
\[A_L(r)=\sum_aw_a\Big[f_nY_L+\frac{2f_\sigma}{r^2}\nabla_\Omega n\cdot\nabla_\Omega Y_L\Big]_{a},\qquad B_L(r)=\sum_aw_a\big[2f_\sigma\,\partial_rn\,Y_L\big]_a .\tag{13}\]
\[H_{ij}=\frac{\partial E}{\partial\rho_{ij}}=\sum_LG^L_{ij}\sum_gW_g\Big[A_L(r_g)P_{ij}(r_g)+B_L(r_g)P_{ij}'(r_g)\Big].\tag{14}\]
Equation (14) is the exact derivative of (12) for any rule. Its terms in \(f_n\), \(\nabla_\Omega n\) and \(B_L\) are called local, angular and radial; the angular one vanishes for \(s\)–\(s\) elements. For exact radial integration, with \(\mathbf F=2f_\sigma\nabla n\) and tangential part \(\mathbf F_t\), the potential form, the strong form and its angular-quadrature defect are
\[H_{ij}=\sum_LG^L_{ij}\Big[\int_0^{r_c}r^2v_LP_{ij}\,dr+r_c^2B_L(r_c)P_{ij}(r_c)\Big],\qquad v_L=A_L-\frac1{r^2}\big(r^2B_L\big)' .\tag{18}\]
\[v=f_n-2f_\sigma\nabla^2n-2f_{n\sigma}\,\sigma-4f_{\sigma\sigma}\sum_{ab}\partial_an\,(\partial_a\partial_bn)\,\partial_bn .\tag{19}\]
\[H_{ij}-\int r^2dr\sum_aw_a\,v\,\phi_i\phi_j-\text{surface}=\int r^2dr\sum_aw_a\,\nabla\cdot\big(\mathbf F_t\phi_i\phi_j\big).\tag{20}\]
If both sets match in value and slope at \(r_c\), the surface terms cancel:
\[\Delta H_{ij}=\sum_LG^L_{ij}\int_0^{r_c}r^2\big[v_LP_{ij}-\tilde v_L\tilde P_{ij}\big]dr .\tag{21}\]
For spin \(s\) (opposite \(\bar s\)), with \(\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}\), \(H^s_{ij}\) is (14) with
\[\mathbf F_s=2f_{\sigma_{ss}}\nabla n_s+f_{\sigma_{\uparrow\downarrow}}\nabla n_{\bar s} .\tag{16}\]
\[A^s_L=\sum_aw_a\Big[f_{n_s}Y_L+\frac1r\mathbf F_{s}\cdot\nabla_\Omega Y_L\Big],\qquad B^s_L=\sum_aw_a\,(\hat{\mathbf r}\cdot\mathbf F_s)\,Y_L ,\tag{17}\]
The model \(s,p\) example uses unpolarised PBE, \(r_c=1.2\) bohr and
\[n_c=\frac{2\zeta^3}\pi e^{-2\zeta r},\ \zeta=5\ \text{bohr}^{-1};\qquad R_s=N_s\,(r-0.4)\,e^{-1.5r};\qquad R_p=N_p\,r\,e^{-1.5r},\]
with \(N_s=4.412613\), \(N_p=3.181981\) bohr\(^{-5/2}\). \(\tilde R_s\), \(\tilde R_p/r\) and \(\tilde n_c\) are polynomials matching value and three derivatives at \(r_c\), with coefficients listed under “Computed values”. In the order \(s,x,y,z\),
\[\rho=\begin{pmatrix}1.5&0.1&0&0.3\\0.1&0.5&0.1&0\\0&0.1&0.2&0\\0.3&0&0&1.2\end{pmatrix}.\]
The grid has 80 radial nodes and 1152 (fine) or 18 (coarse) directions. In the output, \(D\) is a radial difference matrix; its transposed form is (14) with \(DP_{ij}\) replacing \(P'_{ij}\).

### Density components

The Gaunt coefficients needed at this point are elementary. \(G^0_{ij}=\delta_{L_iL_j}/\sqrt{4\pi}\) and \(G^z_{sz}=1/\sqrt{4\pi}\), since \(Y_0\) is a constant. For \(Y_{20}=\sqrt{5/16\pi}\,(3\hat z^2-1)\), write \(Y_z^2=\frac3{4\pi}\hat z^2=\frac1{4\pi}+\frac1{4\pi}(3\hat z^2-1)\), so \(G^{20}_{zz}=\frac1{4\pi}\sqrt{16\pi/5}=1/\sqrt{5\pi}\). The sum \(Y_x^2+Y_y^2+Y_z^2=3/4\pi\) is constant, and \(Y_{20}\) is symmetric in \(x\) and \(y\), so \(G^{20}_{xx}=G^{20}_{yy}=-\tfrac12G^{20}_{zz}\). At \(r=0.7\) bohr, \(R_s=4.412613\times0.3\,e^{-1.05}\) and \(R_p=3.181981\times0.7\,e^{-1.05}\), and (5) gives for the AE set
\[
n_0=\frac{1.5R_s^2+(0.5+0.2+1.2)R_p^2}{\sqrt{4\pi}}+\sqrt{4\pi}\,\frac{2\cdot5^3}{\pi}e^{-7}=0.673668,
\]
\[
n_z=\frac{2\times0.3\,R_sR_p}{\sqrt{4\pi}}=0.061114,\qquad n_{20}=\frac{\big[1.2-\tfrac12(0.5+0.2)\big]R_p^2}{\sqrt{5\pi}}=0.130296,
\]
in bohr\(^{-3}\). The factor 2 in \(n_z\) comes from \(\rho_{sz}+\rho_{zs}\).

At the same radius the projections (13), the potential (18) with \((r^2B_L)'\) from a central difference, and the projection of the strong form (19) are:

| | \(L=0\) | \(z\) | \(20\) |
|---|---|---|---|
| \(A_L\) (Ha) | −2.037201 | −0.094284 | −0.218169 |
| \(B_L\) (Ha bohr) | 0.075977 | −0.009486 | −0.012300 |
| \(v_L\) (Ha) | −1.945669 | 0.002946 | −0.060731 |
| \(\int vY_L\) (Ha) | −1.945669 | 0.002946 | −0.060731 |

The term \(-r^{-2}(r^2B_L)'=v_L-A_L\) is \(+0.0915\), \(+0.0972\) and \(+0.1574\) Ha in the three columns. For \(L=0\) it is 4.5% of \(|A_0|\). For \(L=z\) it slightly exceeds \(|A_z|\), so that \(v_z\) is small and has the sign opposite to \(A_z\). Of the \(0.0972\) Ha, \(-2B_z/r=2\times0.009486/0.7=0.0271\) Ha comes from the value of \(B_z\) and the remaining \(0.0701\) Ha is \(-B_z'\), the part that holds the second derivatives. At this radius, in this model, the non-spherical potential is therefore not well represented by \(A_L\) alone. Over the radii 0.3, 0.7 and 1.1 bohr, both sets and all nine \(L\), the last two rows differ by at most \(2.6\times10^{-6}\) Ha; whether this residue is truncation error of the central difference or angular quadrature error was not determined.

### Energies

On the fine rule \(E=-3.51713790\) Ha and \(\tilde E=-0.36048832\) Ha, so
\[
\Delta E_{xc}=-3.5171379+0.3604883=-3.1566496\ \text{Ha}=-85.897\ \text{eV}.
\]
On the coarse rule the values are \(-3.51714544\) and \(-0.36050460\) Ha, lower than the fine ones by \(7.5\times10^{-6}\) and \(1.6\times10^{-5}\) Ha.

### Derivatives

The parts of (14) on the fine rule, in Ha:

| | local | angular | radial | \(H_{ij}\) |
|---|---|---|---|---|
| AE \(ss\) | −0.097098 | 0 | 0.001359 | −0.095739 |
| AE \(sz\) | −0.005047 | −0.000228 | −0.000109 | −0.005384 |
| AE \(zz\) | −0.184798 | −0.001861 | 0.000744 | −0.185916 |
| PS \(ss\) | −0.097518 | 0 | −0.000223 | −0.097741 |
| PS \(sz\) | −0.005310 | −0.000393 | −0.000011 | −0.005713 |
| PS \(zz\) | −0.156414 | −0.002165 | −0.001216 | −0.159796 |

The angular part of the \(ss\) elements vanishes, as shown in section 5. The difference for \(zz\) is, part by part, \((-0.184798+0.156414)+(-0.001861+0.002165)+(0.000744+0.001216)=-0.028384+0.000304+0.001960=-0.026120\) Ha. For \(sz\) it is \(0.000263+0.000165-0.000098=0.000330\) Ha, which equals the directly computed 0.000329 Ha within the rounding of the parts. The angular term is about 1% of \(|H_{zz}|\) and of \(|\Delta H_{zz}|\), but half of \(\Delta H_{sz}\). The full matrix is, in Ha,
\[
\Delta H=\begin{pmatrix}0.002001&0.000187&-0.000055&0.000329\\0.000187&-0.026555&0.000287&-0.000031\\-0.000055&0.000287&-0.027360&0.000014\\0.000329&-0.000031&0.000014&-0.026120\end{pmatrix},
\]
and \(\Delta H_{ss}\), \(\Delta H_{sz}\), \(\Delta H_{zz}\) are 0.0545, 0.0090 and −0.7108 eV.

The elements \(sy\), \(xz\) and \(yz\) are nonzero although the corresponding elements of \(\rho\) vanish. They select the projections on \(Y_y\), \(Y_{xz}\) and \(Y_{yz}\), components that the density does not have. An expansion of \(f_n\) and \(\mathbf F\) in the non-spherical components produces them through the nonlinearity of \(f\): at second order the product \(n_xn_{xy}Y_xY_{xy}\) contains \(\hat x^2\hat y\), which overlaps \(Y_y\), and \(n_xn_zY_xY_z\) is proportional to \(Y_{xz}\). No mirror symmetry forbids them: \(\rho_{sz}\neq0\) breaks \(z\to-z\), \(\rho_{xy}\ne0\) breaks \(x\to-x\) and \(y\to-y\), and \(\rho_{sx}\ne0\) breaks the remaining vertical mirrors, along the principal axes of the \(xy\) block, together with the two-fold rotation about \(z\), under which \(Y_y\), \(Y_{xz}\) and \(Y_{yz}\) are odd; with \(\rho_{sx}=0\) all three elements would vanish. The component \(Y_{yz}\) must be odd in \(y\) and \(z\) and even in \(x\), which first occurs at third order, through \(n_xn_zn_{xy}\). A code must not skip an element of \(H\) because the element of \(\rho\) is zero.

### Comparison with finite differences and with the strong form

The reference energy is computed without Gaunt coefficients and without the splitting (10): \(\phi_i\) and its Cartesian gradient are evaluated at the same points and (2) is summed directly. The program asserts that this density and its \(\sigma\) coincide with (5) and (11) node by node and that the energies coincide to \(10^{-10}\) Ha. It then differentiates the reference energy by central differences with respect to each \(\rho_{ij}\), \(i\le j\), and integrates (19), built from the analytic Hessian, against \(\phi_i\phi_j\). The largest absolute deviations of (14) over all elements, in Ha:

| | from finite differences | from strong form + surface |
|---|---|---|
| AE fine | \(6.6\times10^{-11}\) | \(2.6\times10^{-9}\) |
| AE coarse | \(3.5\times10^{-11}\) | \(1.0\times10^{-3}\) |
| PS fine | \(1.2\times10^{-10}\) | \(1.7\times10^{-7}\) |
| PS coarse | \(9.4\times10^{-11}\) | \(1.6\times10^{-3}\) |

The first column is asserted to be below \(10^{-7}\) Ha and shows no degradation on the coarse rule, in accordance with section 5. The second is asserted to be below \(10^{-6}\) Ha on the fine rule and above \(10^{-5}\) Ha on the coarse one. Since the radial grid is the same in both cases, the coarse entries measure the right side of (20). On 18 directions this defect is about a hundred times the change of the energy between the two rules: a converged-looking energy does not imply that the strong-form matrix elements are consistent with it. These numbers establish which expression is the derivative of the coarse energy; the distance of the coarse \(H_{ij}\) from the fine \(H_{ij}\) was not printed and is not claimed to be small. The fine residue is larger for the smooth set than for the AE set. The cause of this difference was not determined.

The surface term is visible element by element. For AE \(zz\) the strong volume integral is \(-0.188296\) Ha and the surface term \(0.002380\) Ha, with sum \(-0.185916\) Ha, equal to \(H_{zz}\). For PS \(zz\), \(-0.162176+0.002380=-0.159796\) Ha. The surface terms are the same for the two sets, \(0.001995\), \(-0.000191\) and \(0.002380\) Ha for \(ss\), \(sz\), \(zz\), and the difference of the volume integrals alone reproduces \(\Delta H\) to \(1.6\times10^{-7}\) Ha, which is (21). The surface term of \(ss\) is 2% of \(|H_{ss}|\) but as large as \(\Delta H_{ss}=0.002001\) Ha itself, so it must be kept in both sets or dropped in both. When the smooth functions \(\tilde R_s\), \(\tilde R_p/r\) and \(\tilde n_c\) are replaced by constants that match only the values at \(r_c\), the AE and smooth surface terms differ by up to \(0.004812\) Ha, more than twice \(\Delta H_{ss}\) of the properly matched set, and (21) no longer holds.

## 13. Worked example: the oxygen atom with spin

For a single atom in an atom-centred Gaussian basis, each basis function has the form \(R_iY_{L_i}\), so the basis can play the part of the partial waves, the spin density matrices that of \(\rho^s\), and \(n_c=0\). The one-centre expressions then give the whole exchange-correlation energy and the Kohn–Sham exchange-correlation matrix, provided the sphere contains the density. The density is that of triplet oxygen at the UHF/cc-pVDZ level, with total energy \(-74.792166\) Ha; PBE is evaluated on this density and not self-consistently. The basis has \(s\), \(p\) and \(d\) functions, so \(l\) runs to 4, and the sphere radius is 9 bohr.

Equations (12), (14), (16) and (17) give \(E_{xc}=-8.410796\) Ha \(=-228.87\) eV. The digits in this section serve the comparison of two routes in one basis and are not converged properties of the atom: with cc-pVTZ, cc-pVQZ and cc-pV5Z, \(E_{xc}\) is \(-8.4083\), \(-8.4069\) and \(-8.4060\) Ha, a shift of \(5\times10^{-3}\) Ha (0.13 eV) that has not yet levelled off, and the two traces quoted below move by \(-0.008\) and \(+0.014\) Ha, while the ratio of their sum to \(E_{xc}\) stays 1.285. The numerical integrator of PySCF, which works with Cartesian basis-function values on its own radial and angular grid and shares with the one-centre route the density matrices, the basis-function evaluator from which \(R_i\) and \(R_i'\) are extracted, the coefficients that convert Cartesian monomials to real harmonics, and the routine for \(f\), gives \(-8.410796\) Ha. The matrices differ by at most \(4.8\times10^{-10}\) Ha (up) and \(2.9\times10^{-8}\) Ha (down), against asserted tolerances of \(10^{-5}\) Ha for the energy and \(10^{-4}\) Ha for the matrices that allow for two unrelated grids. The traces \(\sum_{ij}\rho^s_{ij}H^s_{ij}\) are \(-6.328229\) and \(-4.478360\) Ha by both routes. Their sum, \(-10.806589\) Ha, is the derivative of \(E\) under \(\rho\to\lambda\rho\) at \(\lambda=1\), by the chain rule, and is 1.285 times \(E_{xc}\); it is the quantity that must be subtracted when the total energy is assembled from eigenvalues.

The Frobenius norms of the local, angular and radial parts of \(H^s\) are 4.249, 0.0126, 0.487 Ha for spin up and 3.902, 0.0601, 0.486 Ha for spin down. These norms depend on the size of the basis (the angular ones grow about fivefold from cc-pVDZ to cc-pV5Z), but the angular part is about five times larger in the down channel throughout, with ratios between 4.5 and 4.8. The up channel holds three \(p\) electrons, and if their radial functions were equal and unmixed the sum \(Y_x^2+Y_y^2+Y_z^2=3/4\pi\) would make \(n_\uparrow\) spherical; the down channel holds one, and its density has an \(l=2\) component at leading order. By (16) the residual up value has two sources, the term \(f_{\sigma_{\uparrow\downarrow}}\nabla n_\downarrow\) and the deviation of the UHF up density from spherical shape; the first dominates, the angular matrices from \(f_{\sigma_{\uparrow\downarrow}}\nabla n_\downarrow\) and from \(2f_{\sigma_{\uparrow\uparrow}}\nabla n_\uparrow\) having norms 0.0112 and 0.0014 Ha. The basis has 14 functions, so the largest element of the angular part in the down channel is at least \(0.0601/14=0.0043\) Ha, more than 40 times the element-wise tolerance of the matrix comparison, so the comparison is sensitive to the sign and the factor of the same-spin angular term, which makes up almost all of the down value (norm 0.0594 Ha, against 0.0008 Ha for the mixed term). The mixed term is tested in the up channel, where its largest element is at least \(0.0112/14=0.0008\) Ha, eight times the tolerance.

## Computed values

```
model: rc=1.2 bohr, core zeta=5, valence zeta=1.5 bohr^-1, s node=0.4 bohr
N_s = 4.412613, N_p = 3.181981 bohr^-5/2
smooth g_s coeffs r^0,r^2,r^4,r^6 (a.u.): 0.361199 0.490522 -0.317424 0.058333
smooth g_p coeffs r^0,r^2,r^4,r^6 (a.u.): 1.560313 -1.267278 0.491963 -0.076889
smooth n_c coeffs r^0,r^2,r^4,r^6 (a.u.): 0.035326 -0.061882 0.036961 -0.007491
rho row s: 1.5 0.1 0.0 0.3
rho row x: 0.1 0.5 0.1 0.0
rho row y: 0.0 0.1 0.2 0.0
rho row z: 0.3 0.0 0.0 1.2
grid: 80 radial, 1152 (fine) or 18 (coarse) angular nodes
AE fine: E=-3.51713790 Ha, max|H-FD|=6.6e-11, max|H-strong-surf|=2.6e-09 Ha
AE coarse: E=-3.51714544 Ha, max|H-FD|=3.5e-11, max|H-strong-surf|=1.0e-03 Ha
PS fine: E=-0.36048832 Ha, max|H-FD|=1.2e-10, max|H-strong-surf|=1.7e-07 Ha
PS coarse: E=-0.36050460 Ha, max|H-FD|=9.4e-11, max|H-strong-surf|=1.6e-03 Ha
Delta E_xc = -3.15664957 Ha = -85.89681 eV
Delta H row s (Ha): 0.002001 0.000187 -0.000055 0.000329
Delta H row x (Ha): 0.000187 -0.026555 0.000287 -0.000031
Delta H row y (Ha): -0.000055 0.000287 -0.027360 0.000014
Delta H row z (Ha): 0.000329 -0.000031 0.000014 -0.026120
Delta H_ss, H_sz, H_zz (eV): 0.05446 0.00896 -0.71076
parts (Ha): local angular radial total | strong volume, surface
AE ss: -0.097098 -0.000000 0.001359 -0.095739 | -0.097734 0.001995
AE sz: -0.005047 -0.000228 -0.000109 -0.005384 | -0.005193 -0.000191
AE zz: -0.184798 -0.001861 0.000744 -0.185916 | -0.188296 0.002380
PS ss: -0.097518 -0.000000 -0.000223 -0.097741 | -0.099736 0.001995
PS sz: -0.005310 -0.000393 -0.000011 -0.005713 | -0.005522 -0.000191
PS zz: -0.156414 -0.002165 -0.001216 -0.159796 | -0.162176 0.002380
max|Delta H - strong volume difference| = 1.6e-07 Ha
max surface mismatch, values matched only = 0.004812 Ha
AE at r=0.7 bohr, columns L = s, z, 3z^2-r^2
  n_L (bohr^-3): 0.673668 0.061114 0.130296
  A_L (Ha): -2.037201 -0.094284 -0.218169
  B_L (Ha bohr): 0.075977 -0.009486 -0.012300
  v_L (Ha): -1.945669 0.002946 -0.060731
  projected strong v (Ha): -1.945669 0.002946 -0.060731
max|v_L - projection| at r=0.3,0.7,1.1 bohr: 2.6e-06 Ha
PS at r=1e-04 bohr: r A_z=-1.541242e-02, 2 B_z=-1.541250e-02 Ha bohr
discrete D: error transposed form 3.8e-11 Ha, mixed with analytic slope 1.6e-05 Ha
O atom triplet UHF/cc-pVDZ energy = -74.792166 Ha, sphere 9 bohr
PBE E_xc one-centre = -8.410796 Ha = -228.8694 eV, library = -8.410796 Ha
max|H - library matrix| up 4.8e-10, down 2.9e-08 Ha
Tr(rho H) up: one-centre -6.328229, library -6.328229 Ha
  Frobenius norm local, angular, radial (Ha): 4.249190 0.012606 0.486758
Tr(rho H) down: one-centre -4.478360, library -4.478360 Ha
  Frobenius norm local, angular, radial (Ha): 3.901552 0.060115 0.486103
```
